# Where silicon lifetime curves cross when iron-boron pairs dissociate

## The problem

A uniform wafer of p-type silicon contains boron at density $N_A$ and a much smaller density $N$ of iron. At first all the iron is bound in iron-boron pairs. Strong light then dissociates all the pairs, leaving each iron atom interstitial. The carrier lifetime $\tau$ is measured against the excess electron density $\Delta n$ before and after, quickly enough that no pairs re-form. Show that the two curves cross at a density that does not depend on $N$, state the conditions, and compute that density.

The temperature is 300 K, with $k_BT=0.02585$ eV, and $N_A=10^{16}\ \mathrm{cm^{-3}}$. The defect parameters below are an illustrative set. The pair's electron cross section is on the high side: published fits lie lower, roughly between $3\times10^{-15}$ and $1.4\times10^{-14}\ \mathrm{cm^2}$. Where a conclusion depends on this choice, the result for $\sigma_{nB}=3\times10^{-15}\ \mathrm{cm^2}$ is given beside it.

| | pair (B) | interstitial (i) |
|---|---|---|
| level | $E_c-0.23$ eV | $E_v+0.38$ eV |
| $\sigma_n$ (cm²) | $3\times10^{-14}$ | $4\times10^{-14}$ |
| $\sigma_p$ (cm²) | $2\times10^{-15}$ | $7\times10^{-17}$ |

The thermal speeds are $v_n=2.0\times10^7$ and $v_p=1.6\times10^7$ cm/s, the gap is 1.12 eV, and the effective densities of states are $N_c=2.9\times10^{19}$ and $N_v=3.1\times10^{19}\ \mathrm{cm^{-3}}$. Capture coefficients are $c_n=\sigma_nv_n$ and $c_p=\sigma_pv_p$:

$$c_{nB}=6.0\times10^{-7},\quad c_{pB}=3.2\times10^{-8},\quad c_{ni}=8.0\times10^{-7},\quad c_{pi}=1.12\times10^{-9}\ \mathrm{cm^3/s}.$$

## A tempting solution

Each kind of centre obeys the Shockley-Read-Hall law

$$\frac1\tau=\frac{N(n_0+p_0+\Delta n)}{(n_0+n_1+\Delta n)/c_p+(p_0+p_1+\Delta n)/c_n},$$

where $n_0,p_0$ are the equilibrium densities, and $n_1,p_1$ are the densities that would hold if the Fermi level lay at the defect level. The largest of these level densities is $n_{1B}=N_ce^{-0.23\,\mathrm{eV}/k_BT}=3.97\times10^{15}\ \mathrm{cm^{-3}}$. This is below $p_0\approx10^{16}\ \mathrm{cm^{-3}}$, so one drops $n_1$ and $p_1$ along with the tiny $n_0$. Equating the lifetimes cancels $N(p_0+\Delta n)$ and leaves

$$\frac{\Delta n}{c_{pB}}+\frac{p_0+\Delta n}{c_{nB}}=\frac{\Delta n}{c_{pi}}+\frac{p_0+\Delta n}{c_{ni}}.$$

Therefore

$$\Delta n_{\rm wrong}=\frac{p_0(1/c_{nB}-1/c_{ni})}{1/c_{pi}+1/c_{ni}-1/c_{pB}-1/c_{nB}}
=\frac{4.17\times10^{21}}{8.61\times10^{8}}=4.8\times10^{12}\ \mathrm{cm^{-3}}.$$

The iron density has cancelled, and the result looks complete.

## The fault

The fault is the comparison of $n_{1B}$ with $p_0$. In the denominator of the lifetime law, $n_1$ is added to the electron density, not to the hole density. At the proposed crossing, $n_{1B}$ exceeds $\Delta n$ by a factor of about 800.

The two brackets also carry different weights. The electron bracket is divided by the small $c_p$, the hole bracket by the large $c_n$. For the pair,

$$\frac{n_{1B}}{c_{pB}}=1.24\times10^{23},\qquad \frac{p_0}{c_{nB}}=1.67\times10^{22}\ \mathrm{s\,cm^{-6}}.$$

The discarded term is more than seven times the one retained. Physically, $c_nn_1$ is the rate at which a filled centre returns its electron to the conduction band. With these parameters a pair usually loses its electron this way before it captures a hole, which makes it a weak recombination centre at low injection. (For $\sigma_{nB}=3\times10^{-15}\ \mathrm{cm^2}$ the ratio of the two terms is 0.74: emission no longer dominates, but it is still not negligible.) Dropping $n_{1B}$ removes that escape.

The cancellation of $N$ was also taken for granted. It requires that $p_0$ be the same before and after dissociation, and that charge held by the iron be negligible. Both points need the kinetics.

## The lifetime of one centre

Let $f$ be the probability that a centre holds the electron belonging to its level. A filled pair is negative and an empty one neutral; a filled interstitial is neutral and an empty one positive. Per centre, electrons are captured at rate $c_nn(1-f)$ and emitted at rate $e_nf$. Holes are captured at rate $c_ppf$ and emitted at rate $e_p(1-f)$.

In equilibrium each capture process balances its own emission. The definition of $n_1$ gives $f_0/(1-f_0)=n_0/n_1$, hence

$$e_n=c_nn_0\frac{1-f_0}{f_0}=c_nn_1,\qquad
e_p=c_pp_0\frac{f_0}{1-f_0}=c_p\frac{n_i^2}{n_1}=c_pp_1,$$

with $n_0p_0=n_1p_1=n_i^2$. Spin and orbital degeneracy factors are absorbed in the effective level energies. The carriers are taken as nondegenerate, and the emission coefficients as unchanged under illumination.

In steady state, net electron capture equals net hole capture:

$$c_n[(1-f)n-fn_1]=c_p[fp-(1-f)p_1].$$

Collecting the terms in $f$ gives

$$f=\frac{c_nn+c_pp_1}{Q},\qquad 1-f=\frac{c_nn_1+c_pp}{Q},\qquad Q=c_n(n+n_1)+c_p(p+p_1).$$

Insert these into the net electron capture rate per unit volume:

$$U=Nc_n\frac{(c_nn_1+c_pp)n-(c_nn+c_pp_1)n_1}{Q}.$$

The two terms $c_nn_1n$ cancel. What remains is $Nc_nc_p(np-n_1p_1)/Q$. Dividing numerator and denominator by $c_nc_p$ yields

$$U=\frac{N(np-n_i^2)}{(n+n_1)/c_p+(p+p_1)/c_n}.$$

## Neutrality before and after

Let all boron outside pairs be ionized. Before dissociation its density is $N_A-N$, and the pairs carry charge $-f$ each in units of the elementary charge. Neutrality reads

$$p=n+(N_A-N)+Nf.$$

After dissociation all the boron is negative, and the interstitials carry charge $1-f$ each:

$$p+N(1-f)=n+N_A\quad\Longrightarrow\quad p-n=N_A-N+Nf.$$

The two conditions have the same form because a neutral pair turns into one positive iron ion and one negative boron ion. The values of $f$ differ, but for dilute iron this matters little. In equilibrium both levels lie well above the Fermi level and are almost empty, so $p_0\approx N_A-N\approx N_A$ in both states.

Subtracting the equilibrium condition from the illuminated one gives

$$\Delta p-\Delta n=N(f-f_0).$$

Thus $\Delta p\approx\Delta n$ when $N\ll\Delta n$. In this limit

$$np-n_i^2=(n_0+\Delta n)(p_0+\Delta n)-n_0p_0=\Delta n(n_0+p_0+\Delta n).$$

With $\tau=\Delta n/U$, this returns the lifetime law of the tempting solution. Its starting point was sound within the dilute limit.

## The correct crossing

For each state $k=B,i$ write the denominator as a straight line in $\Delta n$:

$$D_k=L_k+S_k\Delta n,$$

$$L_k=\frac{n_0+n_{1k}}{c_{pk}}+\frac{p_0+p_{1k}}{c_{nk}},\qquad
S_k=\frac1{c_{pk}}+\frac1{c_{nk}}.$$

Other recombination contributes an inverse lifetime $R(\Delta n)$, assumed the same before and after. It may depend on injection in any way. At a crossing

$$R+\frac{N(n_0+p_0+\Delta n)}{D_B}=R+\frac{N(n_0+p_0+\Delta n)}{D_i}.$$

Subtract $R$ and divide by the positive factor $N(n_0+p_0+\Delta n)$. This leaves $D_B=D_i$, or $L_B-L_i=(S_i-S_B)\Delta n$. Hence

$$\boxed{\Delta n_x=\frac{L_B-L_i}{S_i-S_B}}$$

There is no $N$ in this expression. Two straight lines with different slopes meet once, so there is at most one crossing at positive density. It exists when $L_B-L_i$ and $S_i-S_B$ have the same sign.

The remaining level densities are $p_{1B}=3.5\times10^4$, $n_{1i}=1.07\times10^7$ and $p_{1i}=1.28\times10^{13}\ \mathrm{cm^{-3}}$, and $n_0=1.4\times10^4\ \mathrm{cm^{-3}}$. Keeping the terms that affect the quoted digits,

$$L_B=1.240\times10^{23}+1.667\times10^{22}=1.407\times10^{23}\ \mathrm{s\,cm^{-6}},$$

$$L_i=\frac{1.0013\times10^{16}}{8.0\times10^{-7}}=1.252\times10^{22}\ \mathrm{s\,cm^{-6}}.$$

The slopes are $S_B=3.29\times10^7$ and $S_i=8.941\times10^8\ \mathrm{s\,cm^{-3}}$. Therefore

$$\Delta n_x=\frac{1.282\times10^{23}}{8.612\times10^8}
=1.49\times10^{14}\ \mathrm{cm^{-3}}=1.49\times10^{20}\ \mathrm{m^{-3}}.$$

This is about 1.5 % of the boron density and thirty times the tempting result. The size of that error depends on the parameters: for $\sigma_{nB}=3\times10^{-15}\ \mathrm{cm^2}$ the crossing is $3.3\times10^{14}\ \mathrm{cm^{-3}}$, 1.8 times the tempting value.

## What happens at the crossing

Recombination can also be counted through hole capture, $U=Nc_p[fp-(1-f)p_1]$. At the crossing the hole-emission term is negligible for both centres, so equal rates require

$$c_{pB}f_B\approx c_{pi}f_i,\qquad \frac{f_B}{f_i}\approx\frac{c_{pi}}{c_{pB}}=0.035.$$

The formula for $f$ gives $f_B=0.032$ and $f_i=0.913$, whose ratio is indeed 0.035. The pair captures holes readily but seldom holds an electron. The interstitial is nearly always filled but captures holes slowly.

This picture gives a short estimate. If electron emission dominates the pair's occupancy, $f_B\approx\Delta n/n_{1B}$; if the interstitial is full, $f_i\approx1$. Equating the rates gives

$$\Delta n_x\approx n_{1B}\frac{\sigma_{pi}}{\sigma_{pB}}=1.39\times10^{14}\ \mathrm{cm^{-3}},$$

which is 7 % below the full formula. The estimate needs $c_{nB}n_{1B}\gg c_{pB}p_0$; for $\sigma_{nB}=3\times10^{-15}\ \mathrm{cm^2}$ it gives only 42 % of the crossing density.

The limits show which curve lies above the other. As $\Delta n\to0$, the iron-limited lifetime tends to $L_k/(Np_0)$. For $N=10^{12}\ \mathrm{cm^{-3}}$ this is 14.1 µs before and 1.25 µs after dissociation. For $\Delta n\gg p_0$ and $\Delta n\gg L_k/S_k$ it tends to $S_k/N$, or 33 µs before and 894 µs after. Dissociation shortens the lifetime below $\Delta n_x$ and lengthens it above.

To see complete curves, add another defect with a constant lifetime of 500 µs, and radiative and Auger recombination at rate $(B+C_nn+C_pp)(np-n_i^2)$. Take $B=5\times10^{-15}\ \mathrm{cm^3/s}$, $C_n=3\times10^{-31}$ and $C_p=1\times10^{-31}\ \mathrm{cm^6/s}$. For $N=10^{12}\ \mathrm{cm^{-3}}$, the steady-state equations with full neutrality give:

| $\Delta n$ (cm⁻³) | before (µs) | after (µs) |
|---|---:|---:|
| $10^{13}$ | 13.7 | 2.1 |
| $1.49\times10^{14}$ | 13.9 | 13.9 |
| $10^{15}$ | 15.3 | 70 |
| $10^{16}$ | 22 | 226 |

The first row contradicts the tempting solution, which places $10^{13}\ \mathrm{cm^{-3}}$ above the crossing and so predicts the longer lifetime after dissociation.

## Iron density and incomplete dissociation

More iron moves the crossing down in lifetime. Its iron-limited value is

$$\tau_x=\frac{D_x}{N(n_0+p_0+\Delta n_x)},\qquad D_x=L_B+S_B\Delta n_x=1.456\times10^{23}\ \mathrm{s\,cm^{-6}}.$$

This gives 143, 14.3 and 1.43 µs for $N=10^{11}$, $10^{12}$ and $10^{13}\ \mathrm{cm^{-3}}$.

The horizontal position is independent of $N$ in the dilute limit, not as an identity. To size the correction, the occupancy balance and the neutrality condition were solved together by iteration, and the density of equal total rates was found by a bracketing root search. The digits shown use the unrounded $k_BT=0.025852$ eV; the rounded value lowers every crossing by about 0.07 % but leaves the shifts essentially unchanged:

| $N$ (cm⁻³) | crossing (10¹⁴ cm⁻³) | shift from formula |
|---|---:|---:|
| $10^{10}$ | 1.4881 | 0.0001 % |
| $10^{11}$ | 1.4881 | 0.0009 % |
| $10^{12}$ | 1.4882 | 0.009 % |
| $10^{13}$ | 1.4894 | 0.087 % |

At $N=10^{13}\ \mathrm{cm^{-3}}$ the filled interstitials raise $\Delta p$ above $\Delta n$ by about 6 %, yet the crossing moves by less than 0.1 %. The extra holes are few compared with $p_0$, and it is the total hole density that enters the rate.

Complete pairing and complete dissociation are not needed for the result. If a fraction $a$ of the iron is paired, the iron part of $1/\tau$ is

$$N(n_0+p_0+\Delta n)\left[\frac a{D_B}+\frac{1-a}{D_i}\right].$$

Between fractions $a_1$ and $a_2$ it changes by

$$N(n_0+p_0+\Delta n)(a_1-a_2)\left[\frac1{D_B}-\frac1{D_i}\right],$$

which vanishes at the same $\Delta n_x$. In the full solution at $N=10^{12}\ \mathrm{cm^{-3}}$, initial pairing of 30 % and of 70 % both give $1.488\times10^{14}\ \mathrm{cm^{-3}}$. Less pairing weakens the contrast but leaves the crossing in place.

## What does move the crossing

**Doping.** At fixed temperature and defect parameters, neglecting the tiny change of $n_0$,

$$\frac{d\Delta n_x}{dp_0}=\frac{1/c_{nB}-1/c_{ni}}{S_i-S_B}
=\frac{4.17\times10^5}{8.612\times10^8}=4.8\times10^{-4}.$$

As $N_A$ rises from $3\times10^{15}$ to $3\times10^{16}\ \mathrm{cm^{-3}}$, the crossing rises from 1.45 to $1.58\times10^{14}\ \mathrm{cm^{-3}}$. The tempting formula, proportional to $p_0$, would have given a tenfold rise. The weak dependence comes from the large $\sigma_{nB}$ chosen here and is not general: over the same range the crossing rises by a factor 1.75 for $\sigma_{nB}=10^{-14}\ \mathrm{cm^2}$, and from 2.0 to $6.9\times10^{14}\ \mathrm{cm^{-3}}$ for $3\times10^{-15}\ \mathrm{cm^2}$.

**Temperature and pair level.** The term $n_{1B}/c_{pB}$ supplies 97 % of $L_B-L_i$, so for these parameters the crossing nearly follows $n_{1B}$ (for $\sigma_{nB}=3\times10^{-15}\ \mathrm{cm^2}$ the share is only 45 %). A pair level 10 meV closer to the conduction band multiplies $n_{1B}$ by $e^{0.010/0.02585}=1.47$, and the crossing becomes $2.17\times10^{14}\ \mathrm{cm^{-3}}$. Warming to 310 K gives $2.06\times10^{14}\ \mathrm{cm^{-3}}$, with the gap and cross sections held fixed and $N_c,N_v$ scaled as $T^{3/2}$. The common factor $\sqrt T$ in the thermal speeds cancels from $\Delta n_x$.

**Loss of the crossing.** Suppose the pair level lay at $E_c-0.50$ eV with $\sigma_{nB}=5\times10^{-14}\ \mathrm{cm^2}$, other parameters unchanged. Electron emission would then be unimportant and the pair would capture electrons faster than the interstitial. The formula gives $-2.9\times10^{12}\ \mathrm{cm^{-3}}$: the lines meet outside the physical range, and dissociation lengthens the lifetime at every positive injection. A crossing is therefore a property of the parameters, not of dissociation in general.

**A change in other recombination.** Suppose the total rate after dissociation is larger than the iron model predicts by a small relative amount $\varepsilon$. When iron dominates, the condition becomes $(1+\varepsilon)/D_i=1/D_B$, or $D_i=(1+\varepsilon)D_B$. Put $\Delta n=\Delta n_x+\delta$:

$$D_x+S_i\delta=(1+\varepsilon)(D_x+S_B\delta)
\quad\Longrightarrow\quad
\delta\approx\frac{\varepsilon D_x}{S_i-S_B}$$

to first order. Here $\delta/\Delta n_x\approx1.14\,\varepsilon$. If the light also creates a recombination channel of lifetime 2 ms, then $\varepsilon\approx\tau_x/(2\ \mathrm{ms})$, which is inversely proportional to $N$. The estimate for $N=10^{12}\ \mathrm{cm^{-3}}$ is $1.14\times0.72\,\%=0.8\,\%$. The full solution gives shifts of 8.8, 0.83 and 0.17 % for $N=10^{11}$, $10^{12}$ and $10^{13}\ \mathrm{cm^{-3}}$; about half of the last comes from trapped charge. Independence of $N$ is lost, most visibly in the cleanest sample.

## The model beside real wafers

The doping is typical of boron-doped solar-cell silicon, and crossings near $10^{14}\ \mathrm{cm^{-3}}$ are the rough size found there. The cross sections and the pair level are uncertain enough that even the first digit of 1.49 should not be read as a prediction: with the present parameters, moving the pair level by 20 meV either way changes the crossing by more than a factor of two, and so does lowering $\sigma_{nB}$ to $3\times10^{-15}\ \mathrm{cm^2}$. The assumption most open to failure is that light changes nothing but the iron: in oxygen-rich, boron-doped wafers it also activates boron-oxygen defects. The 2 ms channel above is a mild case. If the added inverse lifetime exceeds the largest reduction that dissociation brings in the iron part of $1/\tau$, the crossing disappears; a constant one slightly below that limit gives two crossings.

Two further omissions deserve a look. The pair also has a donor level near $E_v+0.10$ eV. With $p_{1d}=N_ve^{-0.10\,\mathrm{eV}/k_BT}$, a share $p/(p+p_{1d})=1.5\,\%$ of the pairs is positive and unavailable to the acceptor level. Taken alone, this acts as $\varepsilon\approx0.015$ and raises the crossing by 1.7 %. But positive pairs also capture electrons, which adds recombination before dissociation and lowers the crossing. The two effects cancel if the electron cross section of the positive pair is near $3.5\times10^{-15}\ \mathrm{cm^2}$; at $3\times10^{-14}\ \mathrm{cm^2}$ the net result is a crossing 11 to 12 % lower if the hole cross section of the donor level is $10^{-16}\ \mathrm{cm^2}$ or more, and 7 % lower if it is $10^{-17}\ \mathrm{cm^2}$. The donor level can therefore be neglected only if that cross section is small.

Photoconductance measures the mobility-weighted density $(\mu_n\Delta n+\mu_p\Delta p)/(\mu_n+\mu_p)$ instead of $\Delta n$. With $\mu_n=1100$ and $\mu_p=400\ \mathrm{cm^2/Vs}$, the full solution puts the crossing on that axis within 0.05 % of the formula for $N=10^{12}$ and $10^{13}\ \mathrm{cm^{-3}}$. Nonuniform carrier profiles are outside the model.

A sample whose crossing departs from that of otherwise equal samples, at the same doping and temperature, therefore calls for a check of the background before its lifetime change is converted into an iron density.
